Choosing the refinement criterion for the field at a needle tip

**What goes wrong**

A needle with a tip radius of 5 μm stands 2 mm above a grounded plane and carries 5 kV. A finite-element solver refines its mesh wherever the estimated energy error is largest. With 1537 nodes the energy error is down to 4.8 %, yet the tip field comes out as 296 V/μm. The correct value is 271.4 V/μm, so the result is 9 % too high. Another mesh, with 1784 nodes and a worse energy error of 8.9 %, gives 269.9 V/μm, which is 0.5 % too low.

The difference lies in one setting: the quantity whose error drives the refinement. The same choice arises when a finite-element solver with adaptive refinement supplies the potential of tips and gates to an electronic-structure calculation. The hyperboloidal needle has an analytic solution, so each choice can be judged against the true field.

**The reference solution**

The dielectric is uniform, linear and free of charge. Cylindrical coordinates are (ρ, z), with the plane at z = 0 and the tip at z = d. R is the tip radius, V the needle voltage, and E denotes the magnitude of the field. Introduce confocal coordinates

ρ = a sinh μ sin ν,  z = a cosh μ cos ν.

The needle is the surface ν = ν₀, and η₀ = cos ν₀. Since cosh²μ − sinh²μ = 1, its equation is

z²/(a²η₀²) − ρ²/[a²(1 − η₀²)] = 1.

At ρ = 0 this gives d = aη₀. Near the tip, expanding the square root gives

z ≈ d + dρ²/[2a²(1 − η₀²)].

A surface of curvature radius R has z ≈ d + ρ²/(2R). Comparison gives R = a²(1 − η₀²)/d = (a² − d²)/d, hence

a² = d(d + R),  η₀² = d/(d + R),  tan²ν₀ = R/d.

The coordinates are orthogonal, because ∂ρ/∂μ ∂ρ/∂ν + ∂z/∂μ ∂z/∂ν vanishes. Both have the same scale factor:

h² = a²(cosh²μ sin²ν + sinh²μ cos²ν) = a²(sinh²μ + sin²ν).

The scale factor of the azimuth is ρ. For a potential that depends on ν alone, Laplace's equation is therefore

(1/(h²ρ)) ∂/∂ν (ρ ∂φ/∂ν) = 0.

Because ρ is proportional to sin ν, the product sin ν dφ/dν must be constant. Call it −C. The derivative of artanh(cos ν) is −sin ν/(1 − cos²ν) = −1/sin ν, so

φ = C artanh(cos ν),  C = V/artanh η₀.

This vanishes on the plane, ν = π/2, and equals V on the needle. The field is E = |dφ/dν|/h = C/(h sin ν). At the tip μ = 0 and h = a sin ν₀, so

E_tip = C/(a sin²ν₀) = V/[a(1 − η₀²) artanh η₀].

From the relation for R, a(1 − η₀²) = Rd/a = Rη₀. The result is

E_tip = V/(R η₀ artanh η₀).

Two limits show its meaning. For a sharp needle, R ≪ d, write

artanh η₀ = ½ ln[(1 + η₀)²/(1 − η₀²)] ≈ ½ ln(4d/R),

since 1 − η₀² = R/(d + R). Then E_tip ≈ 2V/[R ln(4d/R)]: the radius sets the field, and the gap enters through a logarithm. For a blunt electrode, R ≫ d, η₀ is small and artanh η₀ ≈ η₀. Then E_tip ≈ V/(Rη₀²), which tends to the parallel-plate value V/d because Rη₀² = Rd/(d + R) tends to d.

For the example, a = √(2000 × 2005) μm = 2002.5 μm, η₀ = 0.998752 and artanh η₀ = 3.6895. Therefore

E_tip = 5000 V/(5 μm × 0.998752 × 3.6895) = 271.4 V/μm = 2.714 MV/cm.

The sharp-needle formula gives 271.1 V/μm. The mean field V/d is 2.5 V/μm, so the tip enhances it 109 times.

**Cutting off the infinite domain**

The potential does not depend on μ, so no flux crosses a surface of constant μ. Ending the mesh at such a surface with a zero-flux condition leaves the solution unchanged. A box with zero flux on its sides would not have this property. Here cosh μ_max = 2.397, which keeps the needle up to z = 2.397d, about 4.8 mm.

The cut domain also has a known energy integral. The area element is h² dμ dν and |∇φ|² = C²/(h² sin²ν), so h² cancels:

W = ∫ρ|∇φ|² dρ dz = aC² ∫sinh μ dμ ∫dν/sin ν.

The ν integral from ν₀ to π/2 is artanh η₀. Hence

W = a(cosh μ_max − 1) V²/artanh η₀.

The electrostatic energy is πε times W. On the final energy-driven mesh the computed integral is 1.00025 times this value.

**What the solver computes**

Multiply Laplace's equation by a test function v that vanishes on the electrodes, and integrate over the volume. After integration by parts, and removal of the factor 2π,

a(φ, v) ≡ ∫ρ ∇φ·∇v dρ dz = 0.

There is no boundary term on the axis, where ρ = 0, or on the zero-flux surface. With linear functions ψᵢ on triangles the gradients are constant. The integral of ρ over a triangle is its area A times the centroid value ρ_c, because ρ is linear. Each triangle thus contributes

Kᵢⱼ = A ρ_c ∇ψᵢ·∇ψⱼ.

The tip field can be read from the needle nodes. For the true potential, integration by parts gives

a(φ, ψᵢ) = ∫ρ ψᵢ E ds over the needle.

The sign is positive because the outward normal of the dielectric points into the needle, towards higher potential. The computed sums (Kφ)ᵢ are therefore weighted surface charges divided by 2πε. Weighting them with χ = (1 − ρ²/c²)² for ρ < c, and dividing by ∫ρχ ds, gives a mean field E(c) over a patch of radius c. From E = C/(h sin ν₀), the surface field is

E = E_tip/√(1 + sinh²μ/sin²ν₀),

which is even in ρ. Hence E(c) = E_tip + αc² + O(c⁴), and

[4E(c/2) − E(c)]/3 = E_tip + O(c⁴).

This needs only the symmetry of the tip, not the analytic solution. With patches of 3.0 and 1.5 μm, applying the rule to the analytic field gives a bias of −0.08 %. No mesh can remove that part of the error. A polynomial fit to the potentials on the axis is an alternative. On the final goal-driven mesh it is off by −0.23 %, against −0.15 % for the patches.

**Why the energy criterion overlooks the tip**

For R ≪ r ≪ d, the field energy within a distance r of the tip follows from the same integral. Near the tip μ and ν are small, and the distance to the focus is a(cosh μ − cos ν) ≈ a(μ² + ν²)/2. The region is then μ² + ν² < s² with s² = 2r/a, and sinh μ/sin ν ≈ μ/ν. Integrating over μ first,

W(r) ≈ aC² ∫ (s² − ν²)/(2ν) dν, from ν₀ to s.

The integral equals ½[s² ln(s/ν₀) − (s² − ν₀²)/2]. Dropping ν₀² against s², and using ν₀² ≈ R/a so that ln(s/ν₀) = ½ ln(2r/R),

W(r) ≈ ½ C² r [ln(2r/R) − 1].

Since W = aC² artanh η₀ (cosh μ_max − 1), the share at r = 10R = 50 μm is

½ × (50/2002.5) × (ln 20 − 1)/(3.6895 × 1.3973) ≈ 0.48 %.

The finite-element solution gives 0.482 %. The agreement is closer than the approximations guarantee. Apart from the logarithm, energy grows in proportion to distance: the strong field fills too little volume to matter.

A scaling estimate shows what this does to the mesh. Divide the domain into K shells, each twice as far from the tip as the last. Shell k holds energy eₖ and nₖ triangles, whose size relative to the distance is about nₖ^(−1/2). Linear elements have a relative gradient error proportional to that size, so the squared energy error is about Σeₖ/nₖ. Minimize it at fixed N = Σnₖ with a multiplier λ:

−eₖ/nₖ² + λ = 0, so nₖ ∝ √eₖ.

The squared error is then (Σ√eₖ)²/N. Equal numbers in every shell give KΣeₖ/N, which is never smaller, by the Cauchy–Schwarz inequality. Both errors fall as N^(−1/2). For a rounded tip, adaptivity therefore improves the prefactor and not the power. A mathematically sharp edge, where the field diverges, is outside this estimate.

With eₖ ∝ r alone, the shell at r ≈ R would receive √(2000/5) = 20 times fewer triangles than the shell at r ≈ d. The exact field widens the gap: integrating it over the two shells gives a factor of roughly 40 to 90, depending on where the shell boundaries are placed. This is the optimum for the energy and a poor mesh for the tip.

**What a goal-driven criterion measures**

Let J be the tip read-out, a weighted sum of needle charges. Let G be the solution of Laplace's equation that takes the read-out weights as its potential on the needle and zero on the plane. Then J = a(φ, G), and the computed value is J_h = a(φ_h, G_h). Define e = φ − φ_h and g = G − G_h. Suppose for now that the mesh fits the electrodes and represents the boundary values, so that e and g vanish there. Because φ and G are harmonic,

a(φ, g) = 0,  a(e, G) = 0.

Therefore

a(e, g) = a(e, G) − a(e, G_h) = −a(φ, G_h) + a(φ_h, G_h).

The first relation gives a(φ, G_h) = a(φ, G) = J. Hence

J − J_h = −a(e, g),  |J − J_h| ≤ Σ_T ‖e‖_T ‖g‖_T,

where ‖·‖_T is the energy norm on triangle T. A triangle matters when the potential is badly resolved there and the read-out is sensitive to it. The product of two first-order errors is second order in the element size. G costs one more solution with the same factorized matrix.

The true errors are unknown, so both norms are estimated. The gradients of neighbouring triangles are averaged at the nodes, and the difference between this smoothed gradient and the constant gradient of the triangle stands for the error. For φ on the final energy-driven mesh, the estimated energy error is 0.99 times the true one. With estimates in place of norms, the sum guides refinement but is no longer a guaranteed bound.

A curved needle adds another term. Its chords lie inside the metal, a distance t behind the true surface. The true potential, continued to the chord, would be V + Et, while the solver imposes V. This perturbs the boundary potential by −Et. By the same integration by parts, and for fixed read-out weights, it changes J to first order by −∫ρ E t ∂G/∂n ds. The criterion therefore adds, for each needle triangle, the ρ-weighted area between chord and arc times |∇φ_h||∇G_h|. For a shallow arc that area is two thirds of the chord length times the greatest gap.

**Four meshes compared**

All four strategies start from the same 107 triangles and use the same elements and read-out. The first splits the physically largest triangles and so tends to equal size. The second splits every triangle into four. The third and fourth mark the fewest triangles that carry half of the energy or goal indicator. Neighbours are bisected as needed, so that no node hangs on an unsplit edge.

The starting mesh must already resolve the tip crudely. Seen from afar, the needle is a spike of half-angle arctan √(R/d) = 2.9°, and the dielectric spans about 177° between the downward axis and the needle. At the rounded tip the true angle is 90°. An edge that left the tip pointing upwards would end up inside the metal as refinement revealed the curvature. The first step along the axis is therefore 2.94 μm, or 0.59R.

The table is interpolated to 8000 nodes on logarithmic scales. The near-tip error is the ρ-weighted root-mean-square field error within R of the tip, relative to the field there. The energy error is the energy norm of the error relative to that of the solution.

Strategy: near-tip error; energy error
Equal size: 22.1 %; 6.6 %
Split all: 2.0 %; 5.5 %
Energy-driven: 10.4 %; 2.1 %
Goal-driven: 1.3 %; 4.1 %

Each adaptive criterion is the best of the four at what it was asked to do. For the tip, the energy criterion is five times worse than splitting everything. Its first axis step is still 2.94 μm at 1537 nodes and 1.33 μm at 11,124 nodes. The goal-driven mesh reaches 0.037 μm at 12,474 nodes. It also has a smaller energy error than the mesh from splitting everything, which the goal did not ask for; the reason was not isolated.

"Uniform" thus has two meanings. Splitting all triangles preserves the grading of the starting mesh, and its near-tip error halves at each step: 12.8, 6.2, 3.0 and 1.5 %. Equal physical size discards the grading. With 17,528 nodes it still has a near-tip error of 21 %. To bring right-angled triangles with legs of R/10 = 0.5 μm to the whole cross-section of about 16 mm² would take 16 × 10⁶/0.125 ≈ 1.3 × 10⁸ triangles.

The gain over a well-graded mesh is moderate. For a near-tip error of 1.49 %, splitting everything needs 13,929 nodes and the goal criterion about 6050, a factor of 2.3. This counts nodes in the last solution, not computing time: an adaptive run also pays for its intermediate meshes. The fitted powers of N in the energy error are −0.51 for the energy criterion and −0.49 for splitting everything, close to the predicted −½.

The tip value alone can mislead. On equal-size meshes it rises from 251.5 to 266.6 and then 279.2 V/μm, passing through the correct value while the near-tip error stays above 20 %. The energy-driven value climbs to 296.0 V/μm and later falls to 261.6 V/μm. A single value close to the reference may be a crossing. The final goal-driven value, 270.97 V/μm, is 0.15 % low, and about half of that is the read-out bias.

**Choosing the setting**

For capacitance or total energy, use the energy criterion. For a tip field, an injection current or any other local quantity, use a goal criterion built on that quantity. The goal region must be smaller than the tip radius; extrapolation as above then reduces the remaining bias. It cannot rescue a large region: with a patch radius of 2R, the extrapolated field is still about 4 % too low.

If no goal criterion is available, grade the starting mesh so that element size is proportional to distance from the tip, with the first elements below R, and split everything. In this example that comes within a factor of 2.3 in nodes.

Judge convergence by the element size at the tip as well as by the value. With a gradient error proportional to element size, halving the tip elements should halve the local field error. If further refinement leaves the tip elements unchanged, a steady tip value says nothing about its accuracy.

New nodes were placed here at midpoints in (μ, ν), which puts them on the curved electrodes and favours mesh lines aligned with the field. A general electrode needs another projection, and the factors quoted may then differ.

**The needle in a real polymer**

Take the dielectric to be polyethylene, with relative permittivity 2.3 at 300 K. The solution assumes that no charge is injected. Reversing the polarity leaves the field magnitude unchanged, and a negative needle can inject electrons. The image force lowers the injection barrier by √(eE/4πε) = 0.41 V, or 0.41 eV for an electron. With a rough barrier of 1.2 eV, thermionic emission over the lowered barrier gives 6 × 10⁻³ A/m². Tunnelling from the Fermi level through a triangular barrier, without the image force, gives 4 × 10⁻⁴ A/m². The image force and thermal excitation both raise the tunnelling current strongly. A WKB estimate that includes them, with the free-electron mass, gives about 3 A/m² at the full tip field, carried mostly by electrons about 0.2 eV above the Fermi level, so thermally assisted tunnelling dominates the initial injection. Suppose charge accumulates above a rough threshold of 1.5 MV/cm, which the ideal field exceeds down to 2.0 μm below the tip. If the charge forms a thin layer, holding the tip surface at that threshold takes ε(E_tip − 1.5 MV/cm) = 0.25 μC/cm², supplied in about 0.4 s at the initial thermionic current. Tunnelling shortens this time, and the fall of the current with the field lengthens it. With both included, the same WKB estimate gives about 0.5 s. The field at the metal surface would then be 45 % below the Laplace value. Just outside a layer much closer to the metal than R, the field stays close to the Laplace value, so the layer relieves the metal surface and not the polymer beyond it. A layer farther out raises the field beyond it: for a sphere of radius 5 μm, by about 5 % at 0.5 μm and 18 % at 2 μm. The thermionic time depends exponentially on the barrier: 0.1 eV changes it by a factor of about 50. Under these inputs the computed field at the metal surface cannot be relied on for a steady voltage. It starts to fall much sooner than 0.5 s: if all injected charge stays in a thin layer at the tip, the same estimate gives a 5 % drop in about 0.2 ms. These WKB values are orders of magnitude only: 0.1 eV in the barrier changes both times by a factor of about 45, and half the free-electron mass in the barrier raises the initial current to about 2000 A/m² and shortens the 5 % drop to below 1 μs.

Other corrections are smaller or of a different kind. A tip radius of 4 or 6 μm instead of 5 μm gives 329 or 232 V/μm, so an uncertainty of 1 μm outweighs the error of any adequate mesh. The Maxwell stress ½εE² is 0.75 MPa, a strain of about 0.4 % for a rough modulus of 200 MPa. The field is about a third of a rough intrinsic strength of 8 MV/cm. A real shank also departs from the hyperbola, an effect not sized here. The mesh histories and remaining values are in the numerical output below.

Table of computed values

```
tip radius 5.0 um, gap 2000 um, voltage 5000 V
focal distance a = 2002.498 um, eta0 = 0.998752
artanh(eta0) = 3.68950, nu0 = 0.04996 rad
mu_max = 1.52084, cosh(mu_max) = 2.3973
exact tip field = 271.378 V/um = 2.7138 MV/cm
thin-needle formula = 271.085 V/um
mean field V/d = 2.500 V/um, enhancement = 108.6
read-out patches 3.00 and 1.50 um, bias -0.081 %
starting mesh: 107 triangles
mesh | nodes | tip field V/um | near-tip err % | energy err % | axis step um
equal size     69   251.531   25.69  37.446   2.9407
equal size     86   256.459   24.70  29.054   2.9407
equal size    436   261.296   23.79  18.319   2.9407
equal size   1390   266.582   22.88  12.406   2.9407
equal size  17528   279.151   21.10   4.615   2.9407
split all      69   251.531   25.69  37.446   2.9407
split all     244   250.077   12.82  25.661   1.3293
split all     915   264.001    6.16  15.070   0.6294
split all    3541   269.670    3.01   8.195   0.3059
split all   13929   270.771    1.49   4.218   0.1507
energy         69   251.531   25.69  37.446   2.9407
energy        114   266.560   22.88  21.442   2.9407
energy        375   283.419   20.66  10.218   2.9407
energy       1537   296.046   19.91   4.819   2.9407
energy      11124   261.585    8.13   1.757   1.3293
goal           69   251.531   25.69  37.446   2.9407
goal          119   234.914   16.72  37.324   0.6294
goal          430   263.996    6.31  21.047   0.3059
goal         1784   269.920    2.72   8.886   0.1507
goal        12474   270.971    0.99   3.120   0.0373
interpolated to 8000 nodes: near-tip err %, energy err %
equal size   22.12   6.576
split all     1.98   5.519
energy       10.44   2.084
goal          1.29   4.058
nodes for 1.49 % near-tip error: split all 13929, goal 6047
final goal-driven tip-field error = -0.150 %
same mesh, axis-potential fit: error = -0.231 %
energy-error rates: energy -0.511, split all -0.485
estimated/true energy error = 0.990
energy integral FEM/exact = 1.000253
energy share within 10 R of tip = 0.482 %
rough inputs: barrier 1.2 eV, threshold 1.5 MV/cm,
  modulus 200 MPa, intrinsic strength 8 MV/cm; T = 300 K
image-force barrier lowering = 0.412 eV
thermionic injection = 6.30e-03 A/m2, tunnelling = 4.03e-04 A/m2
screening charge = 0.247 uC/cm2, time = 3.92e-01 s
depth of zone above threshold = 2.024 um
tip field / threshold = 1.809
Maxwell stress = 0.750 MPa, strain = 0.375 %
tip field / intrinsic strength = 0.339
tip field for R = 4 and 6 um: 329.2, 231.9 V/um
```
